# Locating the Anderson Transition from the Smallest Lyapunov Exponent of Bars

## Result and conventions

Consider the Anderson model on the simple cubic lattice at the band centre, $E=0$. The nearest-neighbour hopping is $-t$, and the site energies are independent and uniform on $[-W/2,W/2]$. A long bar of cross-section $M\times M$ with periodic transverse boundaries has a smallest positive Lyapunov exponent $\gamma$. Define

$$\lambda=\frac1\gamma,\qquad \Lambda=\frac{\lambda}{M}=\frac{1}{\gamma M}.$$

For wide enough bars $\Lambda$ grows with $M$ in the metal and falls in the insulator. At the critical disorder $W_c$ it tends to a constant. Bars with $M=4,6,8$ give

$$W_c=(16.20\pm0.15)\,t,\qquad \nu=1.59\pm0.10,\qquad \Lambda_c=0.610\pm0.010$$

from a quadratic scaling fit. A straight-line estimate of the crossing of $M=4$ and $M=8$, made from the same data, gives $W=(16.65\pm0.17)\,t$. The errors are statistical and do not cover the choice of fitting form or disorder range. Refitting the same data in the variable $\ln W$, with a curved $C(W)$ (see below), on the range $15\le W/t\le18$, or without $M=4$ moves $W_c$ to between $16.3\,t$ and $16.6\,t$ and $\Lambda_c$ to between $0.60$ and $0.58$, so the quadratic fit lies at the low end in $W_c$. Large-scale studies with much wider bars report $W_c\approx16.5\,t$, $\nu\approx1.57$ and $\Lambda_c\approx0.58$. The transition is thus located near $16.5\,t$, with an uncertainty of a few tenths of $t$ from the analysis itself. The value of $\Lambda_c$ shifts with $W_c$: interpolating the data to $W=16.65\,t$ gives $\Lambda\approx0.58$ instead of $0.61$.

From here on $t=1$ and lengths are in lattice constants. Finite-size scaling is a hypothesis compared with data here; it is not proved.

## From the Schrödinger equation to a transfer matrix

Let $N=M^2$ and let $\psi_n$ hold the $N$ amplitudes of slice $n$. The diagonal matrix $V_n$ holds the site energies, and $A$ is the adjacency matrix of the periodic $M\times M$ square lattice. Take $M\ge3$, so that the two neighbours along each ring are different sites. The Schrödinger equation in slice $n$ is

$$E\psi_n=(V_n-A)\psi_n-\psi_{n+1}-\psi_{n-1}.$$

Solving for the next slice gives

$$\psi_{n+1}=X_n\psi_n-\psi_{n-1},\qquad X_n=V_n-A-E,$$

$$\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}=T_n\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},\qquad T_n=\begin{pmatrix}X_n&-1\\1&0\end{pmatrix}.$$

Let $P=T_L\cdots T_1$ have singular values $s_1\ge\dots\ge s_{2N}$. The Lyapunov exponents are

$$\gamma_i=\lim_{L\to\infty}\frac1L\ln s_i .$$

For independent, identically distributed slices these limits exist and are the same for almost every sample, by the multiplicative ergodic theorem.

**Why $N$ columns suffice.** With $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ and $X_n^T=X_n$,

$$T_n^TJT_n=\begin{pmatrix}X_n&1\\-1&0\end{pmatrix}\begin{pmatrix}1&0\\-X_n&1\end{pmatrix}=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=J.$$

The product inherits this property, $P^TJP=J$, so $P^{-1}=J^{-1}P^TJ$. Since $J$ is orthogonal, $P^{-1}$ has the same singular values as $P^T$, and hence as $P$. But the singular values of $P^{-1}$ are $1/s_i$. They therefore come in reciprocal pairs, and the exponents in pairs $\pm\gamma_i$. The smallest positive exponent is number $N$ in descending order, $\gamma=\gamma_N$. At $M=4$, $W=16.5$, a run with all 32 columns gives $0.4270$ and $-0.4270$ for exponents 16 and 17.

**What the exponent measures.** Start $N$ solutions from $\psi_0=0$, $\psi_1=1$, so that each $\psi_n$ is an $N\times N$ matrix. Apply $E-H$ for a bar that ends at slice $L$. Every row vanishes except the last, where the term $+\psi_{L+1}$ is missing:

$$[(E-H)\Psi]_L=(E-V_L+A)\psi_L+\psi_{L-1}=-\psi_{L+1}.$$

Multiply by $G=(E-H)^{-1}$ and read off slice 1:

$$1=-G_{1L}\,\psi_{L+1}\quad\Longrightarrow\quad G_{1L}=-\psi_{L+1}^{-1}.$$

The norm of $G_{1L}$ is the reciprocal of the smallest singular value of $\psi_{L+1}$. For a generic sample that singular value grows as $e^{\gamma_NL}$, so the Green function between the ends decays as $e^{-\gamma L}$, and $\lambda$ is its decay length. For one sample of 1200 slices, a direct linear solve gives the rate $0.4031$ and the QR scheme $0.4049$. The difference is $0.0018\times1200\approx2.2$ in the logarithm. The two methods treat the ends of the bar differently, and a factor from the ends that stays bounded as $L$ grows would change the rate only at order $1/L$. A single length is compatible with this but does not test it.

## Why QR gives the exponents

Let $Q_0$ be a random $2N\times N$ matrix with orthonormal columns. Propagate $q$ slices, factor, and continue with the orthonormal factor:

$$(T_{kq}\cdots T_{(k-1)q+1})\,Q_{k-1}=Q_kR_k .$$

After $K$ blocks, with $L=Kq$,

$$PQ_0=Q_K\,R_K\cdots R_1 .$$

A product of upper triangular matrices is upper triangular, and its diagonal entries are the products of the individual ones. The first $j$ columns of $PQ_0$ therefore span a $j$-dimensional volume

$$\mathcal V_j=\prod_{i=1}^{j}\prod_{k=1}^{K}|(R_k)_{ii}| .$$

To relate it to the singular values, write $P=U\Sigma Y^T$ and let $B$ be the first $j$ columns of $Y^TQ_0$. The Cauchy–Binet formula gives

$$\mathcal V_j^2=\det(B^T\Sigma^2B)=\sum_S\Big(\prod_{i\in S}s_i^2\Big)(\det B_S)^2,$$

where $S$ runs over sets of $j$ rows. Since $B^TB=1$, the squared determinants sum to one. Replacing every product by the largest one gives an upper bound, and keeping the leading set $S_0=\{1,\dots,j\}$ gives a lower bound:

$$s_1\cdots s_j\,|\det B_{S_0}|\le\mathcal V_j\le s_1\cdots s_j .$$

For a generic start the determinant does not vanish exponentially. Hence $\frac1L\ln\mathcal V_j\to\gamma_1+\dots+\gamma_j$. Subtracting the result for $j-1$ leaves

$$\gamma_j=\lim_{L\to\infty}\frac1L\sum_{k=1}^{K}\ln|(R_k)_{jj}| .$$

A clean bar provides a closed form. In a transverse mode with $A$-eigenvalue $a$, the recursion is $\chi_{n+1}+\chi_{n-1}=-(E+a)\chi_n$. Growth by a factor $\pm e^{\gamma}$ per slice requires $2\cosh\gamma=|E+a|$. At $M=4$, $E=7$ the smallest exponent belongs to $a=-4$ and equals $\operatorname{arccosh}(3/2)=0.9624$, which the QR scheme reproduces. If $|E+a|<2$ the clean mode propagates, and at $|E+a|=2$ a solution can grow, but only linearly. The exponent is zero in both cases.

## Pseudocode

```
input: M, W, E, number of slices L, interval q, warm-up L0
N = M*M
A = adjacency matrix of the periodic M x M lattice
Q = orthonormal factor of a random 2N x N matrix
for block = 1 ... (L0 + L)/q:
    cur, prev = upper half of Q, lower half of Q
    repeat q times:
        v = N new site energies, uniform on [-W/2, W/2]
        next = (v - E) * cur - A cur - prev     # v scales rows
        prev, cur = cur, next
    Q, R = thin QR of (cur stacked on prev)
    if block > L0/q: store g = ln|R_NN| / q
gamma = mean of g
error = standard error of the means of g over long segments
return Lambda = 1/(gamma*M), relative error = error/gamma
```

The absolute value is needed because a QR routine may return negative diagonal entries. The logarithms are accumulated and never the product itself, which would overflow.

The warm-up lets the columns align. Admixtures between neighbouring directions decay as $e^{-(\gamma_i-\gamma_{i+1})n}$, so a small gap below or above $\gamma_N$ requires a longer warm-up. The production runs discard 200 slices. A random start avoids symmetric initial columns that might have no overlap with a required direction.

## Stability: the choice of $q$

Between factorizations all columns turn towards the fastest-growing direction. After $q$ slices a column can have size $e^{\gamma_1q}$, and its rounding error is then of order $\varepsilon e^{\gamma_1q}$, with $\varepsilon\approx2.2\times10^{-16}$ in double precision. The part of column $N$ that carries the wanted information has size $e^{\gamma_Nq}$. The relative contamination is therefore about

$$\eta\sim\varepsilon\,e^{(\gamma_1-\gamma_N)q}.$$

At $M=4$, $W=16.5$ the exponents are $\gamma_1=1.603$ and $\gamma_N=0.427$, so $\gamma_1-\gamma_N=1.176$. For $q=10$ this gives $\eta\sim2.2\times10^{-16}\times e^{11.8}\approx3\times10^{-11}$. The estimate uses mean growth rates; individual blocks fluctuate, so a margin is needed.

The estimate reaches unity at $q\approx36.0/1.176\approx31$. Beyond that, $R_{NN}$ measures amplified rounding noise of size $\varepsilon e^{\gamma_1q}$, and the reported exponent is roughly

$$\gamma_{\rm false}\sim\gamma_1-\frac{|\ln\varepsilon|}{q}.$$

On one sample at $M=4$, $W=19.5$, the intervals $q=2$ and $q=10$ both give $0.5731$, while $q=40$ gives $0.8246$. At this disorder $\gamma_1\approx1.72$, and the formula yields $1.72-0.90=0.82$, in agreement. The failure is silent: the output is a positive number of plausible size, but wrong. Repeating a short run with a smaller $q$ and the same site energies exposes it.

## Statistical error and cost

Successive values of $\ln|R_{NN}|$ may be correlated, so as a precaution they are first averaged over segments much longer than $\lambda$. Segments of 400 slices are used; the largest $\lambda$ in the scaling data is $1/0.1247\approx8.0$. If $g_b$ is the mean of segment $b$ and there are $n_b$ segments,

$$\delta\gamma^2=\frac{1}{n_b(n_b-1)}\sum_b(g_b-\gamma)^2,\qquad \frac{\delta\Lambda}{\Lambda}=\frac{\delta\gamma}{\gamma}$$

to first order, because $\Lambda\propto1/\gamma$.

To plan run lengths, suppose that the variance of the accumulated logarithm is $c\gamma L$. Then

$$\Big(\frac{\delta\gamma}{\gamma}\Big)^2=\frac{c\gamma L}{L^2\gamma^2}=c\,\frac{\lambda}{L}.$$

The runs at $W=16.5$ give $c$ between about $0.8$ and $1.1$ for $M=4,6,8$. The value for $M=8$ comes from only 30 segments and is uncertain by about a quarter, so the data support a $c$ of order one there, not a precise constant. At criticality $\lambda\propto M$, so a fixed relative error needs $L\propto M$.

A dense product $A\,\psi$ costs $2N^3$ operations per slice. Householder QR of a $2N\times N$ matrix costs $\frac{10}{3}N^3$ for $R$ and as much again for the thin $Q$. To leading order the cost per slice is

$$\Big(2+\frac{20}{3q}\Big)N^3,$$

or about $2.7N^3$ at $q=10$. Since $N=M^2$, this is $M^6$ per slice and $M^7$ at fixed relative precision near the transition. Using the four neighbours directly replaces the dense product by $O(N^2)$ work and leaves QR as the leading cost. The matrices need $O(N^2)$ storage, independent of $L$; the list of $g$ values adds $L/q$ numbers.

## Finite-size scaling

One-parameter scaling assumes that the change of $\Lambda$ with width depends on $\Lambda$ alone. With $y=\ln\Lambda-\ln\Lambda_c$, expand about the fixed point:

$$\frac{dy}{d\ln M}=\frac{y}{\nu}+by^2+\dots$$

The quadratic term is removed by the variable $u=y-\nu b\,y^2$. To second order,

$$\frac{du}{d\ln M}=(1-2\nu by)\Big(\frac y\nu+by^2\Big)=\frac y\nu-by^2=\frac u\nu .$$

Hence $u=C(W)M^{1/\nu}$. For a finite bar $\Lambda$ is taken to be smooth in $W$, so $C$ is smooth and vanishes at $W_c$; to leading order $C\propto W-W_c$. Inverting, $y=u+\nu b\,u^2+\dots$, which gives the fitting form

$$\ln\Lambda=a_0+a_1x+a_2x^2,\qquad x=(W-W_c)\Big(\frac M6\Big)^{1/\nu}.$$

The reference width 6 only rescales $a_1$ and $a_2$. Since $|x|^\nu\propto M|W-W_c|^\nu$, the data depend on $M/\xi$ with a correlation length $\xi\propto|W-W_c|^{-\nu}$. The form neglects third and higher powers of $x$, curvature of $C(W)$, and corrections that die out with increasing $M$. The curvature of $C(W)$ is not a higher-order term: it enters at order $(W-W_c)^2$, like $a_2x^2$, but scales as $M^{1/\nu}$ rather than $M^{2/\nu}$. Adding it to the fit of the data below moves $W_c$ from $16.20$ to about $16.4$. The five parameters minimize

$$\chi^2=\sum_i\left[\frac{\ln\Lambda_i-f(W_i,M_i)}{\delta\Lambda_i/\Lambda_i}\right]^2 .$$

Different runs must use independent site energies. Shared random numbers would correlate the errors and invalidate this diagonal weighting.

## Worked example

The runs have 50000, 24000 and 12000 slices per disorder value for $M=4,6,8$. The values of $\Lambda$ are:

| $W$ | $M=4$ | $M=6$ | $M=8$ |
|---|---|---|---|
| 13.5 | 0.839(7) | 0.896(13) | 1.002(27) |
| 15.0 | 0.687(5) | 0.733(9) | 0.758(15) |
| 16.5 | 0.595(4) | 0.578(7) | 0.587(11) |
| 18.0 | 0.508(3) | 0.487(5) | 0.477(10) |
| 19.5 | 0.450(3) | 0.415(3) | 0.386(7) |

Parentheses give the standard error in the last digits. As an example, $\gamma=0.2130$ at $M=8$, $W=16.5$ gives $\Lambda=1/(8\times0.2130)=0.587$. Reading across, $\Lambda$ rises with $M$ in the first two rows and falls in the last two. In the middle row it shows no clear trend.

**The exponent $\nu$.** Near $W_c$ the slope of $\ln\Lambda$ against $W$ is proportional to $M^{1/\nu}$. Between the end rows the average slopes have magnitude $\ln(0.8386/0.4502)/6=0.104$ for $M=4$ and $\ln(1.0023/0.3855)/6=0.159$ for $M=8$. Their ratio, $1.54$, gives $\nu\approx\ln2/\ln1.54\approx1.6$, in line with the full fit.

**Quality of the fit.** It has $\chi^2=13.4$ for $15-5=10$ degrees of freedom, which is acceptable. It also predicts $\Lambda$ for $M=5$, a width not fitted: $0.813$ against a computed $0.806\pm0.012$ at $W=14$, and $0.451$ against $0.457\pm0.005$ at $W=19$. This tests interpolation in width, not extrapolation to wide bars.

**Why the crossing estimates differ.** The pair estimate fits a straight line to $D(W)=\ln\Lambda_8-\ln\Lambda_4$ and takes its zero. The scaling form instead predicts a curved difference. With $w=W-16.20$ and $\nu=1.59$, the width factors are $(4/6)^{1/\nu}=0.775$ and $(8/6)^{1/\nu}=1.198$. Using $a_1=-0.1351$ and $a_2=0.00566$,

$$D=a_1(1.198-0.775)w+a_2(1.198^2-0.775^2)w^2\approx-0.0572\,w+0.0047\,w^2 .$$

Put $w=0.3+v$, where $v=W-16.5$ takes the values $0,\pm1.5,\pm3$. The unweighted straight line through $w^2=v^2+0.6v+0.09$ is $0.6v+4.59$, because the mean of $v^2$ is $4.5$ and the odd moments vanish. The line through $D$ is then approximately $0.0045-0.0544\,v$, with its zero at $v\approx0.08$, or $W\approx16.6$. The actual pair fit weights each point by its error, which moves this predicted zero to about $16.5$. The fitted curvature thus accounts for most of the gap between $16.20$ and $16.65$. That curvature is largely set by the fitting form, which assigns all bending of $\ln\Lambda$ in $W$ to the term $a_2x^2$. A weighted parabola through the measured $D$ alone has a smaller quadratic coefficient, about $0.0014$, and its zero near $16.5$. Which value is closer to the wide-bar limit depends on the true curvature and on the neglected corrections at small width. These data do not settle it.

The other pairs cross at $16.37\pm0.23$ for $M=4,6$ and $16.93\pm0.38$ for $M=6,8$. The upward sequence might suggest a drift with width, but the errors are too large to establish one.

**Precision needed.** The slope of $D$ is only about $0.057$ per unit $W$. An error of 1% in the ratio $\Lambda_8/\Lambda_4$, common to all disorder values, shifts the crossing by $0.01/0.057\approx0.18$. That is about 1% of $W_c$. Independent errors partly average out: with 1% at each of the five disorder values, the crossing near the middle of the range is uncertain by about $0.18/\sqrt5\approx0.08$. To fix it statistically to $\pm0.02$, each ratio must be known to about 0.25%. Since the statistical error falls as $L^{-1/2}$, this takes about 16 times as many slices as an accuracy of 1%.

## Limits away from the transition

In the insulator $\lambda$ approaches a finite localization length as $M$ grows, so eventually $\Lambda\propto1/M$. Narrow bars need not have reached this limit. At $W=30$, $\Lambda$ falls from $0.2545$ to $0.2047$ between $M=4$ and $M=6$, but $\lambda=M\Lambda$ still rises from $1.02$ to $1.23$, by about 21%. At $W=100$ it rises from $0.422$ to $0.440$, by about 4%. A decay length below the bar width therefore does not guarantee that $\lambda$ has converged.

In the metal, an estimate follows from Ohm's law. A bar of length $\ell$ has conductance $\sigma M^2/\ell$. If localization along the bar sets in when this falls to order one in quantum units, then $\lambda\sim\sigma M^2$ and $\Lambda\propto M$. At $W=8$ the ratio $\Lambda_6/\Lambda_4$ is $2.94/2.11=1.39\pm0.10$. This shows growth with width, but two narrow bars do not establish the linear law, which would give $6/4=1.5$. Even here every disordered bar has a finite $\lambda$. The metal is recognized by the growth of $\Lambda$ with width in wide bars, not by a vanishing exponent at fixed $M$.

At weak disorder narrow bars can mislead. At $E=0$ the clean bar has $6$, $16$ and $18$ propagating modes with $|a|<2$ for $M=4,5,6$. This number does not grow smoothly with $M^2$, so the change of $\Lambda$ from one narrow width to the next need not follow the linear law.

The remaining values and their errors are in the numerical output below.

## Table of computed values

```
clean bar M=4, E=7 t: smallest exponent QR 0.962424, closed form 0.962424 per site
M=4, W=16.5 t: exponents number 16 and 17: 0.4270, -0.4270 per site
M=4, W=16.5 t: largest exponent 1.6032 per site
Green-function identity, 5 slices: largest error 6.0e-14
same sample, 1200 slices: Green decay 0.4031, QR exponent 0.4049 per site
M=4, W=19.5 t, QR every 2 slices: exponent 0.5731295 per site
M=4, W=19.5 t, QR every 10 slices: exponent 0.5731295 per site
M=4, W=19.5 t, QR every 40 slices: exponent 0.8246157 per site
W=8 t: Lambda(M=4) 2.1125 +- 0.0808, Lambda(M=6) 2.9405 +- 0.1679
W=30 t: Lambda(M=4) 0.2545 +- 0.0035, Lambda(M=6) 0.2047 +- 0.0027
W=100 t: Lambda(M=4) 0.1054 +- 0.0005, Lambda(M=6) 0.0733 +- 0.0003
M=4: 50000 slices per disorder value, QR every 10
  W=13.5 t: gamma 0.2981 per site, Lambda 0.8386 +- 0.0068
  W=15.0 t: gamma 0.3641 per site, Lambda 0.6866 +- 0.0052
  W=16.5 t: gamma 0.4205 per site, Lambda 0.5945 +- 0.0038
  W=18.0 t: gamma 0.4921 per site, Lambda 0.5080 +- 0.0028
  W=19.5 t: gamma 0.5553 per site, Lambda 0.4502 +- 0.0025
M=6: 24000 slices per disorder value, QR every 10
  W=13.5 t: gamma 0.1859 per site, Lambda 0.8964 +- 0.0133
  W=15.0 t: gamma 0.2274 per site, Lambda 0.7329 +- 0.0094
  W=16.5 t: gamma 0.2885 per site, Lambda 0.5777 +- 0.0072
  W=18.0 t: gamma 0.3420 per site, Lambda 0.4873 +- 0.0051
  W=19.5 t: gamma 0.4020 per site, Lambda 0.4146 +- 0.0031
M=8: 12000 slices per disorder value, QR every 10
  W=13.5 t: gamma 0.1247 per site, Lambda 1.0023 +- 0.0270
  W=15.0 t: gamma 0.1649 per site, Lambda 0.7581 +- 0.0149
  W=16.5 t: gamma 0.2130 per site, Lambda 0.5869 +- 0.0107
  W=18.0 t: gamma 0.2621 per site, Lambda 0.4769 +- 0.0098
  W=19.5 t: gamma 0.3243 per site, Lambda 0.3855 +- 0.0070
critical disorder Wc = 16.20 +- 0.15 t
exponent nu = 1.59 +- 0.10
critical Lambda = 0.610 +- 0.010
fit coefficients a1 = -0.1351 per t, a2 = 0.00566 per t^2
chi-square 13.4 for 10 degrees of freedom
crossing of M=4 and M=6: W = 16.37 +- 0.23 t
crossing of M=4 and M=8: W = 16.65 +- 0.17 t
crossing of M=6 and M=8: W = 16.93 +- 0.38 t
M=5, W=14 t: Lambda computed 0.8055 +- 0.0121, predicted 0.8126
M=5, W=19 t: Lambda computed 0.4569 +- 0.0046, predicted 0.4509
```
